\section*{Why Semilocal TDDFT Underestimates Long-Range Ligand-to-Metal Charge-Transfer Energies}

\section{The decision: can the computed band be trusted?}

A calculated absorption spectrum may decide which lamp is used to photolyse a metal-organic precursor, or whether a measured band is assigned to charge transfer. If the calculation uses a semilocal functional and the band moves an electron from a remote ligand group to the metal, its position should not be used for either purpose. For the illustrative parameters below, the semilocal band lies near 350 nm and the reference estimate for two isolated fragments, with nothing between them, near 210 nm.

The missing electron-hole attraction cannot explain this underestimate, because its effect has the opposite sign. An attraction lowers an excitation energy, so omitting it makes the energy too high. The underestimate arises because the semilocal orbital gap is too small by more than the omitted attraction.

\section{The energy that should be obtained}

Let D be the ligand donor and A the metal acceptor, separated by $R$ with negligible orbital overlap. The nuclei are fixed. Rydberg atomic units are used: lengths are in bohr, the kinetic operator is $-\nabla^2$, and two electrons repel with $w=2/r$. The donor ionization energy $I$ and acceptor electron affinity $A$ are vertical energies of the separate fragments.

Removing an electron from D costs $I$, and adding it to A releases $A$. If the initial fragment charges are $q_D$ and $q_A$, the transfer changes them to $q_D+1$ and $q_A-1$. The Coulomb energy changes by
\begin{align}
\Delta E_C&=\frac{2}{R}\left[(q_D+1)(q_A-1)-q_Dq_A\right]\nonumber\\
&=\frac{2(q_A-q_D)}{R}-\frac{2}{R}.
\end{align}
The first term is an orbital-level shift. The charge $q_D$ moves the acceptor level by $-2q_D/R$, and $q_A$ moves the donor level by $-2q_A/R$; their difference is $2(q_A-q_D)/R$. The second term is the attraction between the transferred electron and the hole. For neutral fragments,
\begin{equation}
\omega_{\rm true}=I-A-\frac{2}{R},
\label{eq:true}
\end{equation}
apart from higher multipoles and polarization, which fall off faster with $R$.

\section{Why a semilocal kernel misses the attraction}

Consider a closed-shell donor orbital $\phi_i$ and an acceptor orbital $\phi_a$, both real, with gap $d=\varepsilon_a-\varepsilon_i$. A weak disturbance changes the occupied orbital to $\phi_i+c(t)\phi_a$, apart from a common phase. With two electrons in the orbital, the first-order density change is
\begin{equation}
\delta n=2(c+c^*)\phi_i\phi_a .
\end{equation}
In the adiabatic approximation this density changes the potential instantaneously through $w+f_{\rm xc}$, where $f_{\rm xc}=\delta v_{\rm xc}/\delta n$. Projecting the time-dependent orbital equation on $\phi_a$, with $\hbar=1$, gives
\begin{equation}
i\dot c=dc+2K(c+c^*),
\end{equation}
\begin{equation}
K=\iint\phi_i\phi_a(\mathbf r)\,[w+f_{\rm xc}]\,
\phi_i\phi_a(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\end{equation}
Write $c=u+iv$. The imaginary part is $\dot u=dv$, and the real part is $-\dot v=(d+4K)u$. Differentiating the first and inserting the second gives $\ddot u=-d(d+4K)u$, so
\begin{equation}
\omega^2=d^2+4dK .
\end{equation}

Every term in $K$ contains the product $\phi_i\phi_a$, which vanishes exponentially with separation. A local-density kernel can grow where the density is small, but not fast enough to undo this. In three dimensions exchange gives $|f_x|\propto n^{-2/3}$. Since $n\geq2\phi_i^2$, the factor $\phi_i^2n^{-2/3}$ is at most proportional to $|\phi_i|^{2/3}$, which is still exponentially small on the acceptor. For other semilocal kernels the same behaviour is assumed here. Then $K\to0$ and
\begin{equation}
\omega_{\rm SL}\to d=\varepsilon_L-\varepsilon_H ,
\end{equation}
where $H$ is the donor HOMO and $L$ the receiving acceptor level. No $-2/R$ has appeared.

Nonlocal exchange behaves differently because it acts on the density matrix. Its first-order change is
\begin{equation}
\delta\gamma(\mathbf r,\mathbf r')=
2\left[c\,\phi_a(\mathbf r)\phi_i(\mathbf r')
+c^*\phi_i(\mathbf r)\phi_a(\mathbf r')\right].
\end{equation}
The exchange operator is $-\frac12w\gamma$. Taking its matrix element between $\phi_a$ and $\phi_i$, the $c$ term gives
\begin{equation}
-c\iint\phi_a^2(\mathbf r)\,w\,\phi_i^2(\mathbf r')
\,d\mathbf r\,d\mathbf r'\to-\frac{2}{R}c .
\end{equation}
This integral contains the two orbital densities, not their overlap, and therefore survives at long range. The $c^*$ term contains overlap products and vanishes. If exchange is multiplied by a constant fraction $\alpha$, the attraction becomes $-2\alpha/R$.

\section{Why the result is nevertheless too low}

Measure the two level errors by
\begin{equation}
\Delta_D=\varepsilon_H+I,\qquad
\Delta_A=-\varepsilon_L-A .
\end{equation}
A positive $\Delta_D$ means that the donor level is too high; a positive $\Delta_A$ means that the acceptor level is too low. For neutral fragments, substitution gives
\begin{align}
\omega_{\rm SL}-\omega_{\rm true}
&=(-A-\Delta_A)-(\Delta_D-I)-I+A+\frac2R\nonumber\\
&=\frac2R-(\Delta_D+\Delta_A).
\label{eq:error}
\end{align}
When the sum of level errors is positive, the energy is underestimated for
\begin{equation}
R>R_*=\frac{2}{\Delta_D+\Delta_A}.
\end{equation}
As $R$ grows, the compensation by the missing attraction fades and the underestimate approaches $\Delta_D+\Delta_A$.

The donor error comes from self-repulsion. For two electrons in one orbital, the Hartree potential contributes $2J$ to the level, where $J$ is the repulsion between two copies of the orbital density. Each electron should feel one partner, and exact exchange supplies $-J$. Local exchange cancels less in the model below, so the HOMO is too high.

For the acceptor, let a level hold a fractional occupation $f$. At fixed orbitals, differentiating the energy with respect to $f$ gives the expectation value of the Kohn--Sham operator, $\varepsilon(f)$. The accompanying orbital change contributes $f\varepsilon\,\delta\langle\phi|\phi\rangle=0$, because the norm is fixed. Hence
\begin{equation}
E(1)-E(0)=\int_0^1\varepsilon(f)\,df .
\end{equation}
If the level rises as it fills, its empty value lies below the addition energy, which makes $\Delta_A$ positive within that functional.

A PBE calculation for a Ca atom shows the effect. One spin-up electron is spread evenly over the 4p shell in a finite basis. The level is $-1.42$, 0.06 and 0.77 eV at occupations 0, 0.5 and 1. Simpson's rule gives
\begin{equation}
\frac{-1.42+4(0.06)+0.77}{6}=-0.07\ {\rm eV},
\end{equation}
in agreement with the total-energy difference of $-0.07$ eV. The empty level is thus 1.35 eV too low relative to PBE's own addition energy. The positive levels are held by the finite basis, so this calculation illustrates the mechanism and does not determine the affinity of Ca; the value 1.35 eV itself changes with the diffuse functions in the basis. The 4p occupation is imposed, since the empty 3d level of the PBE atom lies below 4p.

\section{How large: a solvable pair}

A one-dimensional model separates the two errors. Two electrons repel through $2/\sqrt{x^2+1}$ and start on a donor with potential $-4/\sqrt{x^2+1}$. The acceptor is an empty, short-range well. Converged configuration interaction (CI) supplies the reference for this model. The semilocal method is exchange-only LDA with its adiabatic response (TDLDA).

The fragments have $I=1.510$ Ry and $A=0.640$ Ry. The donor HOMO is $-0.935$ Ry in LDA and $-1.501$ Ry in Hartree--Fock (HF), so $\Delta_D$ is 0.575 and 0.009 Ry respectively. Exact exchange removes nearly all of the donor error. The acceptor is empty and the donor neutral, so at large $R$ no electron density shifts the acceptor level and $\Delta_A=0$.

At $R=16$ bohr the attraction is 0.125 Ry, and the energies are:
\begin{center}
\begin{tabular}{lc}
Method & Energy (Ry)\\
CI & 0.744\\
TDLDA & 0.296\\
HF orbital gap & 0.861\\
HF with single excitations & 0.736
\end{tabular}
\end{center}
The HF gap has a good donor level but no electron-hole attraction, and it is too high by 0.117 Ry. Single excitations restore the attraction and bring the result within 0.009 Ry of CI. TDLDA is too low by 0.449 Ry; Eq.~\eqref{eq:error}, with fragment data, predicts $0.125-0.575=-0.450$ Ry. In electronvolts, CI gives 10.13 and TDLDA 4.02.

The distance dependence is a second signature. Between 16 and 24 bohr, the slope against $1/R$ is $-2.007$ Ry bohr in CI and 0.033 Ry bohr in TDLDA. The kernel is not the source of the small TDLDA slope, since it changes the gap by less than $10^{-7}$ Ry at all four distances from 12 to 24 bohr. The source is the finite size of the neutral donor. Expanding the repulsion from its two electrons leaves a potential $4\langle x^2\rangle/R^3$ at the acceptor, after the monopoles and softening terms cancel. The LDA gap exceeds its fragment value, $0.935-0.640=0.295$ Ry, by an amount that follows this decay.

A charged acceptor gives a different limit. For $q_A=1$ and $q_D=0$, the level shift $+2/R$ cancels the attraction $-2/R$. With $A=1.340$ Ry, the predicted energy is $1.510-1.340=0.170$ Ry at any large distance. CI gives 0.1705 Ry at 16 bohr and 0.1702 Ry at 24 bohr. A flat curve is therefore correct here, and the expected slope must be worked out from the fragment charges.

This case also shows where the semilocal analysis fails. The empty acceptor level is near $-1.34$ Ry, while the LDA donor level, lowered by $2/R$, is near $-1.06$ Ry at 16 bohr. The levels are in the wrong order, so LDA would move charge in the ground state. The excitation formula then no longer applies.

\section{A precursor-sized estimate}

Take a gas-phase metal-organic precursor with a ligand group 0.7 nm from the metal. The level errors vary from compound to compound; for illustration, take $I=9.0$ eV, $A=1.0$ eV, $\varepsilon_H=-6.0$ eV and $\varepsilon_L=-2.5$ eV. The attraction is 2.06 eV, and
\begin{align}
\omega_{\rm true}&=9.0-1.0-2.06=5.94\ {\rm eV},\\
\omega_{\rm SL}&=-2.5-(-6.0)=3.50\ {\rm eV}.
\end{align}
The level errors are $\Delta_D=3.0$ eV and $\Delta_A=1.5$ eV, so the semilocal error relative to the reference estimate is $2.06-4.50=-2.44$ eV. The crossover is at 0.32 nm. Fragments that close generally overlap, so this distance marks a scale and does not promise an accurate result there.

Real precursors depart from this estimate in several ways. Ligand atoms bonded directly to the metal overlap with it, and the separated-fragment formula does not describe their bands. For a remote group the transition dipole contains the same vanishing product $\phi_i\phi_a$ as $K$, so the band is weak unless some overlap or mixing with other states gives it intensity. The energy alone therefore does not show that a lamp will excite it. For remote groups, partial charges of $+0.5$ on the metal and $-0.5$ on the ligand raise both energies by 2.06 eV and leave their difference unchanged, provided the fragment values of $I$, $A$ and the orbital levels are held fixed. Screening of the attraction by a factor 1.5 would by itself raise the reference by 0.69 eV. The polarization that screens the attraction also stabilizes each ion and lowers $I-A$, however, and for neutral, non-overlapping fragments this second effect is the larger one, so the net shift is downward. Both effects must be included together. Polarization of the two end fragments, with a total polarizability of 0.02 nm$^3$, lowers the reference by 0.06 eV; groups lying between them matter far more. At the midpoint the two charges give a field 8 times that at either end, so the energy per unit polarizability is 64 times larger. A bridge of 0.005 nm$^3$, treated as a point, lowers the reference by about 1 eV, to near 250 nm. With the orbital levels held fixed, the semilocal error then shrinks to about $-1.5$ eV. A coupling of 0.1 eV between the transfer state and the ground state shifts each of them by about $0.1^2/5.94=0.002$ eV in opposite directions, which raises the excitation energy by about 0.003 eV; the effect of mixing with a nearby local excitation can be larger.

Heat broadens the band. If the gap varies as $gq$ along a harmonic coordinate with energy $\frac12kq^2$, classical motion gives a variance $g^2k_BT/k=2\lambda k_BT$, with $\lambda=g^2/(2k)$. For $\lambda=0.5$ eV at 400 K the classical standard deviation is 0.19 eV. Zero-point motion makes the band noticeably broader when the vibrational quantum exceeds about $2k_BT=0.07$ eV, as it does for many ligand vibrations. The semilocal error of $-2.44$ eV is much larger than the shifts from end-fragment polarization and ground-state coupling, and than the classical thermal width. It is not much larger than the polarization of a bridge, so for a bridged precursor both the band position and the size of the error are uncertain at the level of 1 eV. The one-dimensional donor, with $I$ near 20 eV, is far from a typical ligand and serves to establish the mechanism.

\section{What to do}

First inspect the occupied and empty orbitals that dominate the transition. If electron and hole occupy separate regions, compare the semilocal excitation energy with the corresponding orbital gap. Near equality signals that the kernel contributes almost nothing.

Do not repair the result by subtracting the attraction alone. In the example this gives $3.50-2.06=1.44$ eV, which has the right distance dependence but a worse value. The level errors must be corrected too:
\begin{equation}
\omega\approx\omega_{\rm SL}+\Delta_D+\Delta_A-\frac2R .
\end{equation}
For weakly coupled fragments, $I$ and $A$ can be obtained from total-energy differences and combined with the full charge term; the polarization of any bridging groups must be added, since fragment values do not contain it. An anion whose highest occupied level is positive needs special care, because a finite basis may be holding the electron, as in the Ca calculation.

For the whole molecule, use a range-separated hybrid with full exact exchange at long range, such as LC-$\omega$PBE. This supplies the $-2/R$ term. Check separately that $-\varepsilon_H$ agrees with the ionization energy from total energies, because the correct attraction does not guarantee correct levels. A global hybrid with exchange fraction $\alpha<1$ retains a fraction $\alpha$ of the attraction. The numerical output following this section gives the model energies at all four distances.

\section*{Table of computed values}
\begin{verbatim}
1D donor I = 1.5096 Ry; acceptor A = 0.6400 Ry
CI basis change, 40 to 50 orbitals = 3.4e-05 Ry
donor HOMO: LDA -0.9347, HF -1.5005 Ry
HOMO + I: LDA 0.5749, HF 0.0091 Ry
1D crossover distance 2/Delta_D = 3.48 bohr
R = 12 bohr: 2/R = 0.1667 Ry
  CT energy: CI 0.7024, TDLDA 0.2971 Ry
  LDA gap 0.2971 Ry; TDLDA - gap -8.6e-08 Ry
  HF gap 0.8628, HF singles CT 0.6937 Ry
  TDLDA - CI = -0.4053 Ry
R = 16 bohr: 2/R = 0.1250 Ry
  CT energy: CI 0.7444, TDLDA 0.2957 Ry
  LDA gap 0.2957 Ry; TDLDA - gap 1.8e-11 Ry
  HF gap 0.8614, HF singles CT 0.7355 Ry
  TDLDA - CI = -0.4488 Ry
R = 20 bohr: 2/R = 0.1000 Ry
  CT energy: CI 0.7696, TDLDA 0.2952 Ry
  LDA gap 0.2952 Ry; TDLDA - gap 1.5e-13 Ry
  HF gap 0.8610, HF singles CT 0.7605 Ry
  TDLDA - CI = -0.4744 Ry
R = 24 bohr: 2/R = 0.0833 Ry
  CT energy: CI 0.7863, TDLDA 0.2950 Ry
  LDA gap 0.2950 Ry; TDLDA - gap 3.3e-16 Ry
  HF gap 0.8608, HF singles CT 0.7772 Ry
  TDLDA - CI = -0.4913 Ry
slope in 1/R: CI -2.007, TDLDA 0.033 Ry bohr
R = 16 bohr: CI 10.13 eV
R = 16 bohr: TDLDA 4.02 eV
charged acceptor affinity = 1.3396 Ry
charged acceptor CT, R = 16 bohr: 0.1705 Ry
charged acceptor CT, R = 24 bohr: 0.1702 Ry
Ca PBE 4p level, 0 added electrons = -1.42 eV
Ca PBE 4p level, 0.5 added electron = 0.06 eV
Ca PBE 4p level, 1 added electron = 0.77 eV
Ca PBE addition energy E(1)-E(0) = -0.07 eV
Ca level integral = -0.07 eV; shift = 1.35 eV
precursor inputs: I = 9.0 eV, A = 1.0 eV
  HOMO = -6.0 eV, LUMO = -2.5 eV
  R = 0.7 nm; attraction = 2.06 eV
reference CT = 5.94 eV = 209 nm
semilocal CT = 3.50 eV = 354 nm
gap deficit = 4.50 eV; crossover = 0.32 nm
semilocal - reference = -2.44 eV
semilocal with attraction added = 1.44 eV
charges +/-0.5 e: both CT shift 2.06 eV
screening factor 1.5: CT shift +0.69 eV
polarizability sum 0.02 nm^3: -0.060 eV
coupling 0.1 eV: shift size 0.0017 eV
reorganization energy = 0.5 eV
thermal width at 400 K = 0.19 eV
\end{verbatim}
